# Fourier's law from random energy sharing in the Kipnis-Marchioro-Presutti chain: a program that tests the result

```python
# Kipnis-Marchioro-Presutti chain: result under test.
# Sites 1..N hold energies x_i. Each bond rings at constant rate gamma and
# shares the pair energy s as (p s, (1-p) s), p uniform on [0,1].
# At rate lam each end site is reset to an exponential energy of mean
# theta_left or theta_right (theta = k_B T).  Claim: the means e_i obey a closed
# linear system, whose steady state is
#   J   = gamma (theta_left - theta_right) / (2 (N - 1 + gamma/lam)),
#   e_i = theta_left - J/lam - 2 J (i-1)/gamma,
# i.e. Fourier's law J = -(gamma a/2) d(theta)/dz with site spacing a.
# Units: eV, angstrom, ps.
import numpy as np
from scipy import constants
from scipy.linalg import expm

N, spacing, gamma, lam = 9, 3.0, 1.0, 0.5
theta_left, theta_right = 0.030, 0.020
rng = np.random.default_rng(20240611)


def mean_system(n, bond_rate, contact_rate, hot, cold):
    """Matrix A and source b of the closed equations de/dt = A e + b."""
    A = np.zeros((n, n))
    for i in range(n - 1):
        A[i, i] -= bond_rate / 2
        A[i + 1, i + 1] -= bond_rate / 2
        A[i, i + 1] += bond_rate / 2
        A[i + 1, i] += bond_rate / 2
    A[0, 0] -= contact_rate
    A[-1, -1] -= contact_rate
    b = np.zeros(n)
    b[0] += contact_rate * hot
    b[-1] += contact_rate * cold
    return A, b


def steady_formula(n, bond_rate, contact_rate, hot, cold):
    J = bond_rate * (hot - cold) / (2 * (n - 1 + bond_rate / contact_rate))
    return J, hot - J / contact_rate - 2 * J * np.arange(n) / bond_rate


# Random process from its definition. Link 0 is the left contact, links
# 1..N-1 are bonds, link N is the right contact. Columns 0 and N+1 stay empty.
link_rates = np.array([lam] + [gamma] * (N - 1) + [lam])
total_rate = link_rates.sum()
thresholds = np.cumsum(link_rates / total_rate)[:-1]


def one_event(X, rows):
    """One random event in each listed replica; returns link and energy moved."""
    m = len(rows)
    link = np.searchsorted(thresholds, rng.random(m), side="right")
    left, right = X[rows, link], X[rows, link + 1]
    new_left = rng.random(m) * (left + right)
    new_right = left + right - new_left
    moved = left - new_left
    draw = rng.exponential(size=m)
    at_left, at_right = link == 0, link == N
    new_left[at_left] = 0.0
    new_right[at_left] = theta_left * draw[at_left]
    moved[at_left] = new_right[at_left] - right[at_left]
    new_right[at_right] = 0.0
    new_left[at_right] = theta_right * draw[at_right]
    moved[at_right] = left[at_right] - new_left[at_right]
    X[rows, link] = new_left
    X[rows, link + 1] = new_right
    return link, moved


# Steady formula against a linear solve, for several chains; stability
for n, g, c in [(2, 1.0, 3.0), (5, 0.7, 0.2), (9, 1.0, 0.5), (40, 2.0, 1.3)]:
    A, b = mean_system(n, g, c, theta_left, theta_right)
    solved = np.linalg.solve(A, -b)
    J_n, profile_n = steady_formula(n, g, c, theta_left, theta_right)
    assert np.allclose(solved, profile_n, rtol=1e-10, atol=0)
    assert abs(c * (theta_left - solved[0]) - J_n) < 1e-12
    assert np.linalg.eigvalsh(A).max() < 0

A, b = mean_system(N, gamma, lam, theta_left, theta_right)
J, profile = steady_formula(N, gamma, lam, theta_left, theta_right)
slowest = -np.linalg.eigvalsh(A).max()
assert abs(slowest - gamma * (1 - np.cos(np.pi / (N + 1)))) < 1e-12

# Steady simulation, started from a flat profile
replicas, burn_in, steps = 5000, 1600, 4500
rows = np.arange(replicas)
X = np.zeros((replicas, N + 2))
X[:, 1:N + 1] = rng.exponential((theta_left + theta_right) / 2, (replicas, N))
for _ in range(burn_in):
    one_event(X, rows)
energy_sum = np.zeros_like(X)
flow = np.zeros((replicas, N + 1))
middle = (N + 1) // 2
middle_square = 0.0
for _ in range(steps):
    link, moved = one_event(X, rows)
    flow[rows, link] += moved
    energy_sum += X
    middle_square += np.mean(X[:, middle] ** 2)
time_means = energy_sum[:, 1:N + 1] / steps
sampled = time_means.mean(axis=0)
sampled_err = time_means.std(axis=0, ddof=1) / np.sqrt(replicas)
currents = flow * total_rate / steps
link_J = currents.mean(axis=0)
link_J_err = currents.std(axis=0, ddof=1) / np.sqrt(replicas)
chain_J = currents.mean(axis=1)
J_mc, J_mc_err = chain_J.mean(), chain_J.std(ddof=1) / np.sqrt(replicas)
spread = np.sqrt(middle_square / steps - sampled[middle - 1] ** 2)
site_step = profile[0] - profile[1]
# 4.5 standard errors: purely statistical tolerance
assert np.all(np.abs(sampled - profile) < 4.5 * sampled_err)
assert np.all(np.abs(link_J - J) < 4.5 * link_J_err)
assert abs(J_mc - J) < 4.5 * J_mc_err and J_mc_err < 0.03 * J
assert sampled_err.max() < 0.1 * site_step
pinned = np.linspace(theta_left, theta_right, N)
pinned_miss = np.max(np.abs(sampled - pinned) / sampled_err)
assert pinned_miss > 10
assert spread > 10 * site_step

# Transient: all energy starts on the middle site
pulse, t_pulse, copies = 0.1, 3.0, 150000
Y = np.zeros((copies, N + 2))
Y[:, middle] = pulse
events = rng.poisson(total_rate * t_pulse, copies)
for k in range(events.max()):
    one_event(Y, np.flatnonzero(events > k))
start = np.zeros(N)
start[middle - 1] = pulse
predicted = profile + expm(A * t_pulse) @ (start - profile)
transient = Y[:, 1:N + 1].mean(axis=0)
transient_err = Y[:, 1:N + 1].std(axis=0, ddof=1) / np.sqrt(copies)
assert np.all(np.abs(transient - predicted) < 4.5 * transient_err)

# Equilibrium law: transform <exp(-(x' + 2 y')/theta)> after one sharing
u, wu = np.polynomial.laguerre.laggauss(40)
q, wq = np.polynomial.legendre.leggauss(30)
p, wp = (q + 1) / 2, wq / 2
pair = u[:, None, None] + u[None, :, None]
kernel = np.exp(-pair * (p + 2 * (1 - p)))
before = np.sum(wu * np.exp(-u)) * np.sum(wu * np.exp(-2 * u))
after_uniform = np.einsum("i,j,k,ijk->", wu, wu, wp, kernel)
w_humped = wp * 6 * p * (1 - p)
after_humped = np.einsum("i,j,k,ijk->", wu, wu, w_humped, kernel)
assert abs(after_uniform - before) < 1e-9
assert abs(np.sum(w_humped * p) - 0.5) < 1e-12
assert abs(after_humped - before) > 1e-3

# Closure: ensembles of equal means, constant versus energy-dependent rate
mean_e = (theta_left + theta_right) / 2
sharp = [(mean_e, mean_e)]
broad = [(0.0, mean_e), (2 * mean_e, mean_e)]


def drift(ensemble, rate):
    """d<x_1>/dt for an isolated pair, by explicit averaging."""
    return np.mean([rate(x + y) * np.sum(wp * (p * (x + y) - x))
                    for x, y in ensemble])


def constant_rate(s):
    return gamma


def energy_rate(s):
    return gamma * s / (2 * mean_e)


assert abs(drift(sharp, constant_rate) - drift(broad, constant_rate)) < 1e-14
assert abs(drift(sharp, energy_rate) - drift(broad, energy_rate)) > 1e-3

# Diffusivity from the spreading of a pulse in a long chain with cold baths
n_long, t_long = 81, 20.0
A_long, _ = mean_system(n_long, gamma, lam, 0.0, 0.0)
shape = expm(A_long * t_long)[:, n_long // 2]
z = spacing * (np.arange(n_long) - n_long // 2)
D_pulse = np.sum(shape * z**2) / np.sum(shape) / (2 * t_long)
D = gamma * spacing**2 / 2
assert abs(D_pulse / D - 1) < 1e-8

# Conductivity, and its apparent value from the bath difference
K_theta = gamma * spacing / 2
local_K = J * spacing / (sampled[0] - sampled[-1]) * (N - 1)
assert abs(local_K / K_theta - 1) < 0.03  # sampling error of end energies
apparent = {}
for n in (9, 99, 999):
    A_n, b_n = mean_system(n, gamma, lam, theta_left, theta_right)
    e_n = np.linalg.solve(A_n, -b_n)
    J_n = lam * (theta_left - e_n[0])
    apparent[n] = J_n * (n - 1) * spacing / (theta_left - theta_right)
    expected = K_theta * (n - 1) / (n - 1 + gamma / lam)
    assert abs(apparent[n] / expected - 1) < 1e-7

eV = constants.e
J_pW = J * eV / 1e-12 * 1e12
K_SI = K_theta * 1e-10 / 1e-12 * constants.k

print(f"sites N                          {N}")
print(f"spacing a                        {spacing:.1f} angstrom")
print(f"bond rate gamma                  {gamma:.2f} /ps")
print(f"contact rate lambda              {lam:.2f} /ps")
print(f"left bath k_B T                  {theta_left:.3f} eV")
print(f"right bath k_B T                 {theta_right:.3f} eV")
print(f"current J, formula               {J:.3e} eV/ps")
print(f"current J, formula               {J_pW:.1f} pW")
print(f"current J, simulated             {J_mc:.3e} eV/ps")
print(f"  its standard error             {J_mc_err:.1e} eV/ps")
print(f"contact drop at each end         {theta_left - profile[0]:.4f} eV")
print(f"energy step per site             {site_step:.4f} eV")
print("site: mean energy formula, simulated, std. error (eV)")
for i in range(N):
    print(f"  {i + 1}: {profile[i]:.5f}  {sampled[i]:.5f}  {sampled_err[i]:.5f}")
print(f"bath-pinned profile misses by    {pinned_miss:.0f} std. errors")
print(f"spread of middle-site energy     {spread:.4f} eV")
print(f"simulated replicas               {replicas}")
print(f"sampling time per replica        {steps / total_rate:.0f} ps")
print(f"slowest relaxation time          {1 / slowest:.1f} ps")
print(f"pulse energy on middle site      {pulse:.2f} eV")
print(f"pulse observation time           {t_pulse:.1f} ps")
print("pulse, site: closed equations, simulated, std. error (eV)")
for i in (middle - 1, middle, N - 1):
    print(f"  {i + 1}: {predicted[i]:.5f}  {transient[i]:.5f}"
          f"  {transient_err[i]:.5f}")
print(f"transform before sharing         {before:.5f}")
print(f"transform after, uniform p       {after_uniform:.5f}")
print(f"transform after, density 6p(1-p) {after_humped:.5f}")
print(f"pair mean energy in drift test   {mean_e:.3f} eV")
print(f"drift, rate ~ s, sharp ensemble  {drift(sharp, energy_rate):.5f} eV/ps")
print(f"drift, rate ~ s, broad ensemble  {drift(broad, energy_rate):.5f} eV/ps")
print(f"diffusivity D, formula           {D:.3f} angstrom^2/ps")
print(f"diffusivity D, pulse spreading   {D_pulse:.3f} angstrom^2/ps")
print(f"conductivity K_theta             {K_theta:.3f} angstrom/ps")
print(f"conductivity K = k_B K_theta     {K_SI:.3e} W m/K")
for n, value in apparent.items():
    print(f"apparent K_theta, N = {n:<4d}       {value:.3f} angstrom/ps")
print("PASS")
```

Output:

```
sites N                          9
spacing a                        3.0 angstrom
bond rate gamma                  1.00 /ps
contact rate lambda              0.50 /ps
left bath k_B T                  0.030 eV
right bath k_B T                 0.020 eV
current J, formula               5.000e-04 eV/ps
current J, formula               80.1 pW
current J, simulated             5.099e-04 eV/ps
  its standard error             5.1e-06 eV/ps
contact drop at each end         0.0010 eV
energy step per site             0.0010 eV
site: mean energy formula, simulated, std. error (eV)
  1: 0.02900  0.02897  0.00003
  2: 0.02800  0.02800  0.00004
  3: 0.02700  0.02703  0.00005
  4: 0.02600  0.02599  0.00005
  5: 0.02500  0.02503  0.00005
  6: 0.02400  0.02399  0.00005
  7: 0.02300  0.02300  0.00004
  8: 0.02200  0.02201  0.00004
  9: 0.02100  0.02101  0.00002
bath-pinned profile misses by    41 std. errors
spread of middle-site energy     0.0251 eV
simulated replicas               5000
sampling time per replica        500 ps
slowest relaxation time          20.4 ps
pulse energy on middle site      0.10 eV
pulse observation time           3.0 ps
pulse, site: closed equations, simulated, std. error (eV)
  5: 0.02466  0.02472  0.00006
  6: 0.02029  0.02039  0.00005
  9: 0.01272  0.01276  0.00004
transform before sharing         0.16667
transform after, uniform p       0.16667
transform after, density 6p(1-p) 0.16395
pair mean energy in drift test   0.025 eV
drift, rate ~ s, sharp ensemble  -0.00000 eV/ps
drift, rate ~ s, broad ensemble  -0.00625 eV/ps
diffusivity D, formula           4.500 angstrom^2/ps
diffusivity D, pulse spreading   4.500 angstrom^2/ps
conductivity K_theta             1.500 angstrom/ps
conductivity K = k_B K_theta     2.071e-21 W m/K
apparent K_theta, N = 9          1.200 angstrom/ps
apparent K_theta, N = 99         1.470 angstrom/ps
apparent K_theta, N = 999        1.497 angstrom/ps
PASS
```
